# Buckingham's energy expansion in a nonuniform field, for spherical and linear systems

**Q.** A molecule in a uniform field $F$ has energy $-\mu F-\tfrac12\alpha F^2$, and so on. If the field varies across the molecule, which field do you put in?

**A.** The field at one chosen origin, together with its gradient there. Let $\phi(\mathbf r)$ be the static potential of sources lying outside the molecule, and define

$$F_a=-\partial_a\phi,\qquad F_{ab}=-\partial_a\partial_b\phi ,$$

both at the origin. Repeated indices are summed, and I use atomic units. The nuclei are clamped, so the orientation is fixed. I first take $\phi$ to be quadratic, so that third derivatives vanish. For charges $q_i$ at $\mathbf r_i$, electrons and nuclei alike, the added energy is

$$V=\sum_i q_i\phi(\mathbf r_i)=q\,\phi(0)-\mu_aF_a-\tfrac12M_{ab}F_{ab},$$

with $q=\sum_i q_i$, $\mu_a=\sum_i q_ir_{ia}$ and $M_{ab}=\sum_i q_ir_{ia}r_{ib}$.

**Q.** That contains the second moment $M$, not the traceless quadrupole. What entitles you to discard the trace?

**A.** Laplace's equation. There is no source charge inside the molecule, so $F_{aa}=-\nabla^2\phi=0$. Define

$$\Theta_{ab}=\tfrac12\sum_iq_i(3r_{ia}r_{ib}-r_i^2\delta_{ab})=\tfrac32M_{ab}-\tfrac12M_{cc}\delta_{ab}.$$

Then $M_{ab}=\tfrac23\Theta_{ab}+\tfrac13M_{cc}\delta_{ab}$. The second piece multiplies $F_{aa}=0$, and for a neutral molecule

$$V=-\mu_aF_a-\tfrac13\Theta_{ab}F_{ab}.\tag{1}$$

An ion adds the constant $q\phi(0)$. If the electron density reaches the sources, Laplace's equation fails there and so does (1).

**Q.** The energy is then a double series in $F_a$ and $F_{ab}$. Where do you cut it?

**A.** By giving each quantity an order. Let $F_a$ be of order $\lambda$ and $F_{ab}$ of order $\lambda^2$. Through $\lambda^4$ the possible products are $F$; $F'$ and $FF$; $FF'$ and $FFF$; $F'F'$, $FFF'$ and $FFFF$, where $F'$ stands for the gradient. Naming their coefficients gives

$$\begin{aligned}U={}&U_0-\mu_aF_a-\tfrac13\Theta_{ab}F_{ab}-\tfrac12\alpha_{ab}F_aF_b-\tfrac13A_{c,ab}F_cF_{ab}\\&-\tfrac16C_{ab,cd}F_{ab}F_{cd}-\tfrac16B_{ab,cd}F_aF_bF_{cd}\\&-\tfrac16\beta_{abc}F_aF_bF_c-\tfrac1{24}\gamma_{abcd}F_aF_bF_cF_d+O(\lambda^5).\end{aligned}\tag{2}$$

Here $\mu$ and $\Theta$ are permanent moments. The hyperpolarizabilities $\beta$ and $\gamma$ belong in (2): dropping them while keeping $B$ and $C$ would be inconsistent in this counting. A potential with nonzero third derivatives adds further terms, beginning with the permanent octupole.

**Q.** So far (2) is a list of names. What are the coefficients, and why those fractions?

**A.** Perturbation theory fixes them. Assume a nondegenerate ground state $|0\rangle$ and real wavefunctions, and write $\Delta_n=E_n-E_0$. Choose the corrections $\psi_1,\psi_2$ orthogonal to $|0\rangle$. First order gives $E_1=\langle0|V|0\rangle$, which identifies $\mu$ and $\Theta$ in (2) as expectation values. Next,

$$(H_0-E_0)\psi_1=-(V-E_1)|0\rangle,\qquad \psi_1=-\sum_{n\ne0}|n\rangle\frac{\langle n|V|0\rangle}{\Delta_n},$$

so that $E_2=\langle0|V|\psi_1\rangle=-\sum_{n\ne0}\langle0|V|n\rangle^2/\Delta_n$. Insert (1) and write $X_{0n}=\langle0|X|n\rangle$. The dipole–dipole part is $-F_aF_b\sum\mu_{a,0n}\mu_{b,n0}/\Delta_n$. The mixed part appears twice, with factor $2\times\frac13$. The quadrupole part has factor $\frac13\times\frac13$. Comparison with (2) gives

$$\alpha_{ab}=2\sum_{n\ne0}\frac{\mu_{a,0n}\mu_{b,n0}}{\Delta_n},\quad A_{c,ab}=2\sum_{n\ne0}\frac{\mu_{c,0n}\Theta_{ab,n0}}{\Delta_n},\quad C_{ab,cd}=\frac23\sum_{n\ne0}\frac{\Theta_{ab,0n}\Theta_{cd,n0}}{\Delta_n}.$$

The fractions in (2) are conventions. Once chosen, they fix the prefactors here.

**Q.** $B$ has two dipoles and one quadrupole, so it needs third order. Can you get that without the second-order wavefunction?

**A.** Yes. The second-order equation is $(H_0-E_0)\psi_2=-(V-E_1)\psi_1+E_2|0\rangle$. Use orthogonality, then the first-order equation, then this one:

$$E_3=\langle0|V-E_1|\psi_2\rangle=-\langle\psi_1|H_0-E_0|\psi_2\rangle=\langle\psi_1|V-E_1|\psi_1\rangle .$$

For three operators define

$$T(X,Y,Z)=\sum_{n,m\ne0}\frac{X_{0n}\,(Y_{nm}-\langle Y\rangle\delta_{nm})\,Z_{m0}}{\Delta_n\Delta_m},$$

where $\langle Y\rangle=\langle0|Y|0\rangle$. Three minus signs from (1) leave one, and the quadrupole can stand in any of three places:

$$-\tfrac13F_aF_bF_{cd}\,[T(\Theta_{cd},\mu_a,\mu_b)+T(\mu_a,\Theta_{cd},\mu_b)+T(\mu_a,\mu_b,\Theta_{cd})].$$

Exchanging $a$ and $b$ does not alter this contraction. The sum over all six orderings is therefore twice the bracket, and $\frac13=\frac16\times2$. Hence $B_{ab,cd}$ is the sum of $T$ over the six orderings of $\mu_a,\mu_b,\Theta_{cd}$. Likewise $\beta_{abc}$ is the sum over the six orderings of three dipoles. I leave $\gamma$ defined as minus the fourth field derivative of $U$.

**Q.** A uniform field extending to infinity can pull an electron off. Is there a ground state to expand?

**A.** Not a truly bound one: far enough downhill the electron's energy is lower. For a real atom or molecule, (2) is a perturbative expansion for the state that grows out of $|0\rangle$. It requires the matrix elements $\langle n|V|0\rangle$, which contain both field times transition dipole and gradient times transition quadrupole, to be small compared with $\Delta_n$. It breaks down when $V$ couples $|0\rangle$ to a nearly degenerate state; such states must first be diagonalized together.

**Q.** What do $A$, $B$ and $C$ mean physically?

**A.** They describe induced moments. By the Hellmann–Feynman theorem, a small change of the field gives $dU=-\mu_a\,dF_a-\tfrac13\Theta_{ab}\,dF_{ab}$, with the moments taken in the perturbed state. Differentiate (2), with superscript 0 for permanent values:

$$\mu_a=\mu_a^0+\alpha_{ab}F_b+\tfrac13A_{a,bc}F_{bc}+\tfrac12\beta_{abc}F_bF_c+\tfrac13B_{ab,cd}F_bF_{cd}+\tfrac16\gamma_{abcd}F_bF_cF_d+\dots$$

$$\Theta_{ab}=\Theta_{ab}^0+A_{c,ab}F_c+C_{ab,cd}F_{cd}+\tfrac12B_{cd,ab}F_cF_d+\dots$$

The components of $F_{ab}$ are not independent. The second line is nevertheless fixed, because the coefficient of $dF_{ab}$ is taken symmetric and traceless, as $\Theta_{ab}$ is. Thus $A$ is a quadrupole induced by a field and equally a dipole induced by a gradient, $C$ is a quadrupole induced by a gradient, and $B$ includes a quadrupole quadratic in the field.

**Q.** Take a sphere. How much survives?

**A.** Let the ground state be an S state. Its tensors are unchanged by rotation. There is no invariant vector, so $\mu=0$. An invariant second-rank tensor is a multiple of $\delta_{ab}$, so $\alpha_{ab}=\alpha\delta_{ab}$, while the traceless $\Theta$ vanishes. The invariant third-rank tensor is the antisymmetric $\epsilon_{abc}$, which conflicts with the index symmetry of $A$ and $\beta$, so both vanish.

For $C$ start from the general isotropic form symmetric in $c,d$:

$$C_{ab,cd}=p\,\delta_{ab}\delta_{cd}+s(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).$$

Zero trace over $cd$ gives $3p+2s=0$. The $zz,zz$ component is $p+2s=\frac43s$. Hence $s=\frac34C_{zz,zz}$ and $p=-\frac12C_{zz,zz}$. $B$ is also symmetric and traceless in $c,d$, which is all this argument used, so it has the same form. In (2) the $p$ terms meet $F_{aa}=0$ and the $s$ terms count twice, so

$$U=U_0-\tfrac12\alpha F^2-\tfrac14C_{zz,zz}F_{ab}F_{ab}-\tfrac14B_{zz,zz}F_aF_bF_{ab}-\tfrac1{24}\gamma F^4,\tag{3}$$

with $F^2=F_aF_a$ and $\gamma=\gamma_{zzzz}$.

**Q.** Can you evaluate these for a real atom without an infinite sum?

**A.** For nonrelativistic hydrogen with a fixed nucleus, yes. Let $\psi_0\propto e^{-r}$ and let $P$ be a harmonic polynomial of degree $l\ge1$. The function $\sum_{n\ne0}|n\rangle\langle n|P|0\rangle/\Delta_n$ solves $(H_0-E_0)\chi=P\psi_0$. Try $\chi=P(a+br)\psi_0$. Since $\nabla\psi_0=-\hat{\mathbf r}\psi_0$,

$$(H_0-E_0)(f\psi_0)=\psi_0\left(-\tfrac12\nabla^2f+\partial_rf\right).$$

With $\nabla^2(Pr)=2(l+1)P/r$, the condition becomes

$$-\frac{(l+1)b}{r}+\frac{la}{r}+(l+1)b=1,$$

so $b=1/(l+1)$ and $a=1/l$. The response factors are $g_1=1+r/2$ for the dipole and $g_2=\frac12+r/3$ for the quadrupole. The electron's charge gives $\mu_z=-z$ and $\Theta_{zz}=-P$, with $P=\frac12(3z^2-r^2)$.

Radial averages are $\langle r^n\rangle=(n+2)!/2^{n+1}$. The angular averages of $z^2$, $P^2$ and $Pz^2$ are $r^2/3$, $r^4/5$ and $2r^4/15$. Therefore

$$\alpha=2\langle z^2g_1\rangle=\tfrac23(3+3.75)=4.5,$$

$$C_{zz,zz}=\tfrac23\langle P^2g_2\rangle=\tfrac2{15}(11.25+26.25)=5.$$

In $B$, two orderings have $\Theta$ in the middle and four have it at an end. Three electron charges give a minus sign:

$$B_{zz,zz}=-2\langle Pz^2g_1^2\rangle-4\langle Pz^2g_1g_2\rangle=-\tfrac2{15}(2\times180+4\times109.6875)=-106.5,$$

where $180=\langle r^4g_1^2\rangle$ and $109.6875=\langle r^4g_1g_2\rangle$.

**Q.** A point charge does not make a quadratic potential. Does (3) say anything about an atom near one?

**A.** It gives the leading terms at large distance. Put a charge $Q$ at $z=R$. On the axis $\phi=Q/(R-z)$, so $F_z=-Q/R^2$ and $F_{zz}=-2Q/R^3$; zero trace gives $F_{xx}=F_{yy}=Q/R^3$. Then $F_{ab}F_{ab}=6Q^2/R^6$ and $F_aF_bF_{ab}=-2Q^3/R^7$, and (3) yields

$$U-U_0=-\frac{\alpha Q^2}{2R^4}-\frac{3C_{zz,zz}Q^2}{2R^6}+\frac{B_{zz,zz}Q^3}{2R^7}+O(R^{-8}).$$

The omitted multipoles do not enter earlier. In second order, different multipoles do not mix for a sphere, and the octupole pair gives $R^{-8}$. In third order, multipoles of degrees $l_1,l_2,l_3$ give $R^{-(l_1+l_2+l_3+3)}$, and parity requires $l_1+l_2+l_3$ to be even. The three-dipole term ($R^{-6}$) and the third-order $R^{-8}$ terms therefore vanish, and the next after $B$ is $R^{-9}$. The $\gamma$ term, in fourth order, is $R^{-8}$.

For a proton, $Q=1$, the coefficients are $-2.25$, $-7.5$ and $-53.25$. This system is H$_2^+$, whose fixed-nuclei equation separates in spheroidal coordinates and can be solved numerically. I average the lowest even and odd energies to remove their leading tunnelling splitting. At $R=24$ bohr the three terms are $-6.7817\times10^{-6}$, $-3.92\times10^{-8}$ and $-1.16\times10^{-8}$ hartree, summing to $-6.8325\times10^{-6}$. The two-centre shift is $-6.8341\times10^{-6}$ hartree. The difference is 0.02% of the shift, but 13% of the $B$ term.

To isolate each coefficient, subtract the lower terms, multiply by the matching power of $R$, and extrapolate from $R=24,32,42$ bohr with a quadratic in $1/R$. This gives $-2.252$, $-7.55$ and $-53.55$.

**Q.** A linear molecule has less symmetry. How many constants does it need?

**A.** Let the axis be $z$ and the ground state $\Sigma^+$. Sort field products by angular momentum $|m|$ about the axis:

- The field has $F_z$ ($m=0$) and $(F_x,F_y)$ ($|m|=1$).
- The gradient has $F_{zz}$ ($0$), $(F_{xz},F_{yz})$ ($1$) and $(F_{xx}-F_{yy},\,2F_{xy})$ ($2$).
- The products $F_aF_b$ have $F_z^2$ and $F_x^2+F_y^2$ ($0$), $F_z(F_x,F_y)$ ($1$) and $(F_x^2-F_y^2,\,2F_xF_y)$ ($2$).

Rotation about the axis and reflection in a plane containing it allow one invariant for each pairing of equal $|m|$. This gives two constants for $A$, three for $C$ and $2+1+1=4$ for $B$, besides one each for $\mu$ and $\Theta$ and two for $\alpha$.

**Q.** I want the factors, not just the count.

**A.** Take $m=0$ first. A tensor traceless in the gradient pair and axially symmetric has $T_{xx}=T_{yy}=-\frac12T_{zz}$. Since $F_{xx}+F_{yy}=-F_{zz}$, its contraction is $\frac32T_{zz}F_{zz}$. The permanent quadrupole term is thus $-\frac13\cdot\frac32\Theta_{zz}F_{zz}=-\frac12\Theta_{zz}F_{zz}$.

For $|m|=1$, the orders $xz$ and $zx$ give a factor 2 for each index pair. With $S=F_xF_{xz}+F_yF_{yz}$,

$$U_A=-\tfrac12A_{z,zz}F_zF_{zz}-\tfrac23A_{x,xz}S.$$

For $|m|=2$ let $D=F_{xx}-F_{yy}$. The diagonal part of the gradient is $\frac12D$ in $xx$ and $-\frac12D$ in $yy$. It contributes $\frac12D^2(C_{xx,xx}-C_{xx,yy})$ to the contraction. Turning the axes by $45^\circ$ changes $\Theta_{xy}$ into $\frac12(\Theta_{yy}-\Theta_{xx})$, so symmetry requires $C_{xy,xy}=\frac12(C_{xx,xx}-C_{xx,yy})$. The diagonal contribution is $C_{xy,xy}D^2$, and the off-diagonal one is $4C_{xy,xy}F_{xy}^2$. For $m=0$ the factor $\frac32$ enters twice, and $\frac16\cdot\frac94=\frac38$:

$$U_C=-\tfrac38C_{zz,zz}F_{zz}^2-\tfrac23C_{xz,xz}(F_{xz}^2+F_{yz}^2)-\tfrac16C_{xy,xy}(D^2+4F_{xy}^2).$$

The same steps, with $F_aF_b$ replacing one gradient, give

$$\begin{aligned}U_B={}&-\tfrac14[B_{zz,zz}F_z^2+B_{xx,zz}(F_x^2+F_y^2)]F_{zz}-\tfrac23B_{xz,xz}F_zS\\&-\tfrac16B_{xy,xy}[(F_x^2-F_y^2)D+4F_xF_yF_{xy}].\end{aligned}$$

The dipole and polarizability terms are $-\mu_zF_z$ and $-\frac12\alpha_{zz}F_z^2-\frac12\alpha_{xx}(F_x^2+F_y^2)$. If the molecule has an inversion centre and it is the origin, $\mu$, $A$ and $\beta$ vanish, since each contains an odd number of dipoles. In the spherical limit $C_{xz,xz}=C_{xy,xy}=\frac34C_{zz,zz}$, and $U_C$ returns to (3).

**Q.** Show me a polar molecule with numbers.

**A.** Take NaH with Na at the origin and H at $z=3.6$ bohr. The basis is def2-TZVP on Na and aug-cc-pVDZ on H. The ten core electrons stay in their field-free Hartree–Fock orbitals, and the two valence electrons are treated by full configuration interaction. Core response, core–valence correlation, relativity and nuclear motion are left out. The basis is not converged for the higher constants. Adding one diffuse s, p and d shell on Na (exponents 0.009, 0.010, 0.030) and using aug-cc-pVTZ on H changes $\mu_z$ by under 1%, $\Theta_{zz}$ and $C_{zz,zz}$ by 1 to 2%, and $\alpha_{zz}$, $\alpha_{xx}$, $A_{z,zz}$ and $\beta_{zzz}$ by 3 to 4%. It takes $A_{x,xz}$ from 108 to 135, $C_{xz,xz}$ from 157 to 252, $C_{xy,xy}$ from 35 to 74, $B_{zz,zz}$ from 2857 to 2510, $B_{xx,zz}$ from 7211 to 6019, $B_{xz,xz}$ from $-1047$ to $-2850$ and $B_{xy,xy}$ from $-2701$ to $-3897$. The larger basis is not shown to be converged either. The numbers below belong to this model and serve to test the formulas; they are not reference values for NaH. The sums over states run over all 666 singlet functions of this model. In atomic units they give:

- $\mu_z=-2.622$, $\Theta_{zz}=-7.249$, $\alpha_{zz}=54.17$, $\alpha_{xx}=38.40$
- $A_{z,zz}=247.4$, $A_{x,xz}=107.6$
- $C_{zz,zz}=527.5$, $C_{xz,xz}=157.2$, $C_{xy,xy}=35.1$
- $B_{zz,zz}=2857$, $B_{xx,zz}=7211$, $B_{xz,xz}=-1047$, $B_{xy,xy}=-2701$

The dipole is 6.66 debye in size and points from H to Na, as for Na$^+$H$^-$.

Choose $(F_x,F_y,F_z)=(10,-6,16)\times10^{-4}$, $(F_{xx},F_{yy},F_{zz})=(-16,-12,28)\times10^{-6}$ and $(F_{xy},F_{xz},F_{yz})=(8,20,-12)\times10^{-6}$. Then $F_zF_{zz}=4.48\times10^{-8}$ and $S=2.72\times10^{-8}$. In microhartree ($10^{-6}$ hartree),

$$U_\Theta=\tfrac12(7.249)(28)=101.49,\qquad U_A=-5.54-1.95=-7.49,$$

$$U_C=-0.155-0.057-0.002=-0.214,\qquad U_B=-0.1199+0.0304-0.0098=-0.0993 .$$

In each line the pieces follow the order of the formulas. With unrounded terms the sum is 93.679. Diagonalizing the same model Hamiltonian with and without the gradient, at the same $F_a$, gives a difference of 93.675.

**Q.** How do I know that the remaining gap (0.00465 before rounding) is truncation and not a wrong factor?

**A.** Halve $F_a$ and quarter $F_{ab}$. The discrepancy falls from $4.65\times10^{-9}$ to $1.46\times10^{-10}$ hartree, a factor of 32, as an $O(\lambda^5)$ remainder should.

The field-only part shows why $\gamma$ belongs in (2). Its $\mu$, $\alpha$ and $\beta$ terms are $4195.22$, $-95.45$ and $-3.24$ microhartree. Diagonalization leaves $-0.22$ beyond their sum, falling by about 16 when $\lambda$ is halved, which is the fourth-order behaviour of the $\gamma$ term. This remainder also holds fifth and higher orders. The $\gamma$ term alone is about $-0.21$, nearly the same size as the whole $C$ term here.

**Q.** You put the origin on Na. Would H have served as well?

**A.** Yes, but the constants change. Move the origin by $a$ along the axis, so $z'=z-a$. For a neutral molecule the $a^2$ term vanishes, and the operators become

$$\Theta'_{zz}=\Theta_{zz}-2a\mu_z,\qquad\Theta'_{xz}=\Theta_{xz}-\tfrac32a\mu_x .$$

Inserted in the sum for $A$, these give $A'_{z,zz}=A_{z,zz}-2a\alpha_{zz}$ and $A'_{x,xz}=A_{x,xz}-\frac32a\alpha_{xx}$. With $a=3.6$ bohr,

$$\Theta'_{zz}=-7.25+18.88=11.63,\quad A'_{z,zz}=247.406-390.055=-142.649,\quad A'_{x,xz}=107.6-207.3=-99.7 .$$

All three change sign. The physical energy does not change, because $F_a$ must now be evaluated at H, where the gradient has altered it to $F_a+aF_{az}$. The truncated series (2) shares this invariance only up to $O(\lambda^5)$: for the fields above it sums to 4189.998 microhartree about Na and 4189.967 about H, while the full shift is 4189.980 about either. The shift of $\Theta$ is proportional to $\mu$, so it matters for a polar molecule. The shift of $A$ is proportional to $\alpha$, so it matters for any molecule. The same substitution in the sums for $C$ and $B$ gives $C'_{zz,zz}=C_{zz,zz}-\frac43aA_{z,zz}+\frac43a^2\alpha_{zz}=276.1$ and $B'_{zz,zz}=B_{zz,zz}-2a\beta_{zzz}=-18408$, with $\beta_{zzz}=2953.6$. For a polar molecule such as this one, a quoted $\Theta$, $A$, $B$ or $C$ therefore needs its origin stated.

Numbers in the example were calculated in double precision.
